# Choosing supercell charges: stable defect states from a convex hull: verification in Python

```python
# RESULT UNDER TEST
# A defect of integer charge q has formation energy E[q] + q*mu, with mu the
# Fermi level above the valence-band top. The charges that are unique ground
# states on an open mu interval are the strict vertices of the lower convex
# hull of E against q. The level between neighbouring vertices a > b is
# (E[a]-E[b])/(b-a), minus the slope of the hull edge.
# Energies are in eV, lengths in nm, temperatures in K. Random tests are exact.
from fractions import Fraction as F
from itertools import combinations
import random
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def lower_hull(E):
    """Strict lower-hull vertices in ascending charge; slope comparisons."""
    stack, comparisons = [], 0
    for c in sorted(E):
        while len(stack) >= 2:
            a, b = stack[-2:]
            comparisons += 1
            if (E[b] - E[a]) * (c - b) >= (E[c] - E[b]) * (b - a):
                stack.pop()
            else:
                break
        stack.append(c)
    return stack, comparisons


def edge_levels(E, vertices):
    """Minus the slope of each hull edge, keyed (higher, lower charge)."""
    return {(b, a): -(E[b] - E[a]) / (b - a)
            for a, b in zip(vertices, vertices[1:])}


def line_crossings(E):
    return sorted({(E[a] - E[b]) / (b - a) for a, b in combinations(E, 2)})


def direct_minimization(E):
    """Ground states between all line crossings, without using a hull."""
    x = line_crossings(E)
    probes = [x[0] - 1] + [(u + v) / 2 for u, v in zip(x, x[1:])] + [x[-1] + 1]
    win = [min(E, key=lambda q: E[q] + q * mu) for mu in probes]
    jumps = {(win[i], win[i + 1]): x[i] for i in range(len(x))
             if win[i] != win[i + 1]}
    return set(win), jumps


def chord_margin(E, q):
    """Lowest chord of other charges at q, minus E[q]; q is interior."""
    return min((E[a] * (b - q) + E[b] * (q - a)) / (b - a)
               for a in E if a < q for b in E if b > q) - E[q]


def least_excess(E, q):
    """Smallest energy of q above the ground state over all Fermi levels."""
    return min(E[q] + q * mu - min(E[p] + p * mu for p in E)
               for mu in line_crossings(E))


# Exact tests on random charge sets, with ties and missing charges
random.seed(7)
trials, ties, excluded, convex_but_excluded = 400, 0, 0, 0
for _ in range(trials):
    charges = random.sample(range(-4, 5), random.randint(3, 7))
    weight = random.choice([0, 1, 2])
    E = {q: F(random.randint(-8, 8) + weight * q * q) for q in charges}
    vertices, comparisons = lower_hull(E)
    levels = edge_levels(E, vertices)
    stable, jumps = direct_minimization(E)
    assert set(vertices) == stable and levels == jumps
    assert comparisons <= 2 * len(E) - 4
    tilted = {q: E[q] + 5 + F(3, 7) * q for q in E}
    stable_t, jumps_t = direct_minimization(tilted)
    assert stable_t == stable
    assert jumps_t == {k: v - F(3, 7) for k, v in jumps.items()}
    for q in sorted(E)[1:-1]:
        margin = chord_margin(E, q)
        assert (margin > 0) == (q in stable)
        assert least_excess(E, q) == max(F(0), -margin)
        ties += margin == 0
        excluded += margin < 0
        if q - 1 in E and q + 1 in E:
            curvature = E[q + 1] + E[q - 1] - 2 * E[q]
            if curvature <= 0:
                assert q not in stable
            elif q not in stable:
                convex_but_excluded += 1
assert ties > 0 and excluded > 0 and convex_but_excluded > 0

# Positive local curvature does not guarantee stability
C = {0: F("3.0"), 1: F("2.2"), 2: F("1.5"), 3: F("0.0")}
C_vertices = lower_hull(C)[0]
C_levels = edge_levels(C, C_vertices)
C_curvature = C[2] + C[0] - 2 * C[1]
assert C_curvature > 0 and 1 not in direct_minimization(C)[0]

# Model defect; gap and dielectric constant are rough selenium-like values
gap, eps_r, temperature = 2.0, 6.0, 300.0
cell, charge_radius = 1.2, 0.2
gap_slope = 0.001  # rough gap narrowing, eV/K
D = {-2: F("4.5"), -1: F("2.0"), 0: F("1.5"), 1: F("0.4"), 2: F("0.9")}
D_vertices = lower_hull(D)[0]
D_levels = edge_levels(D, D_vertices)
assert (set(D_vertices), D_levels) == direct_minimization(D)


def stable_in_window(E, low, high):
    """Hull intervals that overlap an open Fermi-level window."""
    v = lower_hull(E)[0]
    lev = edge_levels(E, v)
    found = []
    for i, q in enumerate(v):
        top = lev[(q, v[i - 1])] if i > 0 else np.inf
        bottom = lev[(v[i + 1], q)] if i + 1 < len(v) else -np.inf
        if max(bottom, low) < min(top, high):
            found.append(q)
    return found


def scan_window(E, low, high):
    """The same set by direct minimization on a Fermi-level grid."""
    q = np.array(sorted(E))
    energy = np.array([float(E[k]) for k in q])
    mu = np.linspace(low, high, 4003)[1:-1]
    return sorted({int(k) for k in
                   q[np.argmin(energy[:, None] + q[:, None] * mu, axis=0)]})


in_gap = stable_in_window(D, 0, gap)
assert in_gap == scan_window(D, 0, gap)
narrowing = gap_slope * temperature
narrow_low = scan_window(D, narrowing, gap)
narrow_high = scan_window(D, 0, gap - narrowing)
assert narrow_low == narrow_high == in_gap

# Status is protected against energy errors below half the chord margin
margins = {q: chord_margin(D, q) for q in (-1, 0, 1)}
rng = np.random.default_rng(3)
for q, margin in margins.items():
    limit = abs(float(margin)) / 2
    for _ in range(300):
        noisy = {p: float(D[p]) + rng.uniform(-0.99, 0.99) * limit for p in D}
        assert (q in lower_hull(noisy)[0]) == (margin > 0)
    push = 1.01 * limit * (1 if margin > 0 else -1)
    adverse = {p: float(D[p]) + (push if p == q else -push) for p in D}
    assert (q in lower_hull(adverse)[0]) != (margin > 0)
delta = 0.1
worst_errors = {}
for a, b in D_levels:
    changes = [abs((float(D[a]) + s * delta - float(D[b]) - t * delta)
                   / (b - a) - float(D_levels[a, b]))
               for s in (-1, 1) for t in (-1, 1)]
    worst_errors[a, b] = max(changes)
    assert abs(max(changes) - 2 * delta / (a - b)) < 1e-12

# Omission of one charge from the input
missing = {q: D[q] for q in D if q != 1}
missing_vertices = lower_hull(missing)[0]
missing_levels = edge_levels(missing, missing_vertices)
missing_in_gap = stable_in_window(missing, 0, gap)
assert missing_in_gap == scan_window(missing, 0, gap)
assert 0 in missing_in_gap and 0 not in in_gap


def image_energy(sigma):
    """Periodic minus isolated energy, unit Gaussian charge, unit cube."""
    n = np.arange(-16, 17)
    x, y, z = np.meshgrid(n, n, n, indexing="ij")
    g2 = (2 * np.pi) ** 2 * (x * x + y * y + z * z).ravel()
    g2 = g2[g2 > 0]
    periodic = 0.5 * np.sum(4 * np.pi / g2 * np.exp(-g2 * sigma ** 2))
    return periodic - 1 / (2 * np.sqrt(np.pi) * sigma)


# One constant must describe several charge widths
sigma = charge_radius / np.sqrt(3) / cell
alphas = [-2 * (image_energy(s) - 2 * np.pi * s * s)
          for s in (0.06, 0.08, sigma)]
assert max(alphas) - min(alphas) < 1e-9
alpha = alphas[0]
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
scale = coulomb / (eps_r * cell)
raw_coefficient = scale * image_energy(sigma)
leading = alpha * scale / 2
residual = raw_coefficient + leading
residual_formula = (2 * np.pi * coulomb * charge_radius ** 2
                    / (3 * eps_r * cell ** 3))
assert abs(residual - residual_formula) < 1e-9
raw = {q: float(D[q]) + raw_coefficient * q * q for q in D}
corrected = {q: raw[q] + leading * q * q for q in D}
raw_levels = edge_levels(raw, lower_hull(raw)[0])
corrected_levels = edge_levels(corrected, lower_hull(corrected)[0])
assert set(raw_levels) == set(corrected_levels) == set(D_levels)
for (a, b), value in raw_levels.items():
    assert abs(value - float(D_levels[a, b]) + raw_coefficient * (a + b)) < 1e-9
raw_in_gap = stable_in_window(raw, 0, gap)
corrected_in_gap = stable_in_window(corrected, 0, gap)
assert raw_in_gap == scan_window(raw, 0, gap) and raw_in_gap != in_gap
assert corrected_in_gap == scan_window(corrected, 0, gap) == in_gap

# Thermal occupation; the neutral state is a spin doublet
kT = const.k * temperature / const.e
Q = np.array(sorted(D))
energies = np.array([float(D[int(q)]) for q in Q])
degeneracy = np.where(Q == 0, 2.0, 1.0)


def populations(mu, log_factor=0.0):
    """log_factor is the extra entropy of charge +1 divided by k_B."""
    exponent = -(energies + Q * mu) / kT + log_factor * (Q == 1)
    w = degeneracy * np.exp(exponent - exponent.max())
    return w / w.sum()


pair_level = float(D_levels[1, -1])
neutral_population = populations(pair_level)[Q == 0][0]
neutral_estimate = np.exp(float(margins[0]) / kT)
assert abs(neutral_population / neutral_estimate - 1) < 1e-3
offset = 0.05
mean_below = float(Q @ populations(pair_level - offset))
mean_above = float(Q @ populations(pair_level + offset))
assert abs(mean_below - np.tanh(offset / kT)) < 1e-4
assert abs(mean_above + np.tanh(offset / kT)) < 1e-4
entropy = 3.0


def imbalance(mu):
    p = populations(mu, entropy)
    return np.log(p[Q == 1][0] / p[Q == -1][0])


entropy_shift = brentq(imbalance, 0.5, 1.2) - pair_level
assert abs(entropy_shift - entropy * kT / 2) < 1e-9


def show(levels):
    return ", ".join(f"({a:+d}/{b:+d}) {float(v):.3f}"
                     for (a, b), v in levels.items())


print(f"Random sets tested: {trials}; points on edges: {ties}")
print(f"Interior points above hull: {excluded}")
print(f"Of these or ties, locally convex: {convex_but_excluded}")
print("Counterexample E(0..3):", [float(C[q]) for q in C], "eV")
print("Counterexample vertices:", C_vertices)
print("Counterexample level:", show(C_levels), "eV")
print(f"Counterexample curvature at +1: {float(C_curvature):.3f} eV")
for q in (1, 2):
    print(f"Counterexample height at {q:+d}: {-float(chord_margin(C, q)):.3f} eV")
print(f"Gap: {gap:.1f} eV; relative permittivity: {eps_r:.1f}")
for q in D:
    print(f"Input E({q:+d}): {float(D[q]):.3f} eV")
print("Hull vertices:", D_vertices)
print("Hull levels:", show(D_levels), "eV")
print("Stable inside gap:", in_gap)
single = {(1, 0): D[0] - D[1], (0, -1): D[-1] - D[0]}
print("One-electron crossings:", show(single), "eV")
print(f"Curvature at neutral: {float(D[1] + D[-1] - 2 * D[0]):.3f} eV")
for q, margin in margins.items():
    print(f"Chord margin at {q:+d}: {float(margin):.3f} eV")
print(f"Assumed energy error: {delta:.3f} eV")
print("Worst level errors:", show(worst_errors), "eV")
print("Without +1, vertices:", missing_vertices)
print("Without +1, levels:", show(missing_levels), "eV")
print("Without +1, stable in gap:", missing_in_gap)
print(f"Cell length: {cell:.2f} nm; rms charge radius: {charge_radius:.2f} nm")
print(f"Cubic image constant alpha: {alpha:.6f}")
print(f"Coulomb constant e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"Leading image correction, |q|=1: {leading:.4f} eV")
print(f"Residual size error, |q|=1: {residual:.4f} eV")
print(f"Residual size error, |q|=2: {4 * residual:.4f} eV")
print("Uncorrected levels:", show(raw_levels), "eV")
print("Uncorrected, stable in gap:", raw_in_gap)
print("Leading-corrected levels:", show(corrected_levels), "eV")
print("Leading-corrected, stable in gap:", corrected_in_gap)
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Neutral fraction at (+1/-1) level: {neutral_population:.3e}")
print(f"Mean charge {offset:.2f} eV below level: {mean_below:+.4f}")
print(f"Mean charge {offset:.2f} eV above level: {mean_above:+.4f}")
print(f"Level shift for {entropy:.0f} k_B extra entropy of +1: "
      f"{entropy_shift:.4f} eV")
print(f"Rough gap narrowing: {narrowing:.2f} eV")
print("Stable after valence-edge rise:", narrow_low)
print("Stable after conduction-edge fall:", narrow_high)
print("ALL CHECKS PASSED")
```

Output:

```
Random sets tested: 400; points on edges: 19
Interior points above hull: 495
Of these or ties, locally convex: 35
Counterexample E(0..3): [3.0, 2.2, 1.5, 0.0] eV
Counterexample vertices: [0, 3]
Counterexample level: (+3/+0) 1.000 eV
Counterexample curvature at +1: 0.100 eV
Counterexample height at +1: 0.200 eV
Counterexample height at +2: 0.500 eV
Gap: 2.0 eV; relative permittivity: 6.0
Input E(-2): 4.500 eV
Input E(-1): 2.000 eV
Input E(+0): 1.500 eV
Input E(+1): 0.400 eV
Input E(+2): 0.900 eV
Hull vertices: [-2, -1, 1, 2]
Hull levels: (-1/-2) 2.500, (+1/-1) 0.800, (+2/+1) -0.500 eV
Stable inside gap: [-1, 1]
One-electron crossings: (+1/+0) 1.100, (+0/-1) 0.500 eV
Curvature at neutral: -0.600 eV
Chord margin at -1: 1.000 eV
Chord margin at +0: -0.300 eV
Chord margin at +1: 0.800 eV
Assumed energy error: 0.100 eV
Worst level errors: (-1/-2) 0.200, (+1/-1) 0.100, (+2/+1) 0.200 eV
Without +1, vertices: [-2, -1, 0, 2]
Without +1, levels: (-1/-2) 2.500, (+0/-1) 0.500, (+2/+0) 0.300 eV
Without +1, stable in gap: [-1, 0, 2]
Cell length: 1.20 nm; rms charge radius: 0.20 nm
Cubic image constant alpha: 2.837297
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Leading image correction, |q|=1: 0.2837 eV
Residual size error, |q|=1: 0.0116 eV
Residual size error, |q|=2: 0.0465 eV
Uncorrected levels: (-1/-2) 1.684, (+1/-1) 0.800, (+2/+1) 0.316 eV
Uncorrected, stable in gap: [-2, -1, 1, 2]
Leading-corrected levels: (-1/-2) 2.535, (+1/-1) 0.800, (+2/+1) -0.535 eV
Leading-corrected, stable in gap: [-1, 1]
Temperature: 300 K; kT: 0.02585 eV
Neutral fraction at (+1/-1) level: 9.125e-06
Mean charge 0.05 eV below level: +0.9591
Mean charge 0.05 eV above level: -0.9591
Level shift for 3 k_B extra entropy of +1: 0.0388 eV
Rough gap narrowing: 0.30 eV
Stable after valence-edge rise: [-1, 1]
Stable after conduction-edge fall: [-1, 1]
ALL CHECKS PASSED
```
